# London and Slater-Kirkwood formulas as one-pole approximations to C6: verification in Python

```python
"""
Result under test: if the dipole spectrum of an atom is replaced by one pole w1
that keeps the static polarizability alpha, then for like atoms
    C6 = (3/4) alpha^2 w1.
  Slater-Kirkwood: w1 = sqrt(N/alpha), from the sum rule S(0) = N; upper bound.
  London:          w1 = I (ionization energy), not a sum rule; not a bound.
Symbols (atomic units): f, w = oscillator strengths and excitation energies,
S(k) = sum f w^k, S(-2) = alpha, N = number of electrons, E = -C6/R^6.
Hydrogen: nonrelativistic, fixed nucleus. Helium: time-dependent Hartree-Fock
(TDHF) in an even-tempered s,p Gaussian basis, I from Koopmans' theorem.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh, solve_banded
from scipy.special import eval_genlaguerre, roots_laguerre
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
C6_UNIT = EV * ANG**6


def moment(f, w, k):
    return np.sum(f * w**k)


def c6_sum(f, w, g, v):
    """Second-order double sum over the excitations of both atoms."""
    return 1.5 * np.sum(np.outer(f / w, g / v) / (w[:, None] + v[None, :]))


def c6_pole(alpha_a, pole_a, alpha_b, pole_b):
    """Derived one-pole formula."""
    return 1.5 * alpha_a * alpha_b * pole_a * pole_b / (pole_a + pole_b)


def hydrogen_spectrum(size):
    """Diagonalize the l=1 radial Hamiltonian in r^2 exp(-r) L_k^(4)(2r)."""
    x, weight = roots_laguerre(size + 15)
    r, weight = x / 2, weight / 2
    values, slopes = [], []
    for k in range(size):
        lag = eval_genlaguerre(k, 4, x)
        dlag = -2 * eval_genlaguerre(k - 1, 5, x) if k > 0 else 0 * x
        u = r**2 * lag
        du = (2 * r - r**2) * lag + r**2 * dlag
        norm = np.sqrt(np.sum(weight * u**2))
        values.append(u / norm)
        slopes.append(du / norm)
    u, du = np.array(values), np.array(slopes)
    overlap = (u * weight) @ u.T
    ham = 0.5 * (du * weight) @ du.T + (u * weight * (1 / r**2 - 1 / r)) @ u.T
    energy, vec = eigh(ham, overlap)
    dipole = vec.T @ (u @ (weight * 2 * r**2))
    w = energy + 0.5
    return 2 / 3 * w * dipole**2, w


# ---- Hydrogen: static response and ground-state averages, symbolically ----
r = sp.symbols("r", positive=True)
g1 = -(r + r**2 / 2) * sp.exp(-r)
residual = (-(sp.diff(g1, r, 2) + 2 * sp.diff(g1, r) / r - 2 * g1 / r**2) / 2
            - g1 / r + g1 / 2 + r * sp.exp(-r))
assert sp.simplify(residual) == 0
alpha_sym = sp.integrate(sp.expand(-sp.Rational(8, 3) * r**3 * g1
                                   * sp.exp(-r)), (r, 0, sp.oo))
r2_sym = sp.integrate(4 * r**4 * sp.exp(-2 * r), (r, 0, sp.oo))
alpha_h, r2_h = float(alpha_sym), float(r2_sym)

# ---- Hydrogen: spectrum, sum rules and C6 ----
fh, wh = hydrogen_spectrum(25)
assert abs(moment(fh, wh, -2) - alpha_h) < 1e-8
assert abs(moment(fh, wh, -1) - 2 / 3 * r2_h) < 1e-8
assert abs(moment(fh, wh, 0) - 1) < 1e-8
c6_h = c6_sum(fh, wh, fh, wh)
f_small, w_small = hydrogen_spectrum(15)
basis_change = abs(c6_sum(f_small, w_small, f_small, w_small) - c6_h)
assert basis_change < 1e-5

# Independent road: response on a radial grid, then frequency quadrature.
# The second-order grid error with step 0.01 sets the tolerance.
step = 0.01
grid = step * np.arange(1, 4001)
source = 2 * grid**2 * np.exp(-grid)
band = np.zeros((3, grid.size), dtype=complex)
band[0, 1:] = band[2, :-1] = -0.5 / step**2
t, tw = np.polynomial.legendre.leggauss(40)
freq, freq_weight = 0.5 * (1 + t) / (1 - t), tw / (1 - t)**2
alpha_iw = []
for omega in freq:
    band[1] = 1 / step**2 + 1 / grid**2 - 1 / grid + 0.5 + 1j * omega
    response = solve_banded((1, 1), band, source)
    alpha_iw.append(2 / 3 * step * np.real(source @ response))
c6_grid = 3 / np.pi * np.sum(freq_weight * np.array(alpha_iw)**2)
assert abs(c6_grid - c6_h) < 2e-3

# Share of the 2p state in alpha, from its closed-form radial function.
u2p = r**2 * sp.exp(-r / 2) / (2 * sp.sqrt(6))
d2p = float(sp.integrate(u2p * 2 * r**2 * sp.exp(-r), (r, 0, sp.oo)))
share_2p = (2 / 3 * d2p**2 / (3 / 8)) / alpha_h
assert abs(fh[0] / wh[0]**2 / alpha_h - share_2p) < 1e-6
assert share_2p > 0.5

# ---- Hydrogen: one-pole models ----
ion_h = 0.5
pole_sk = np.sqrt(1 / alpha_h)
pole_closure = (2 / 3 * r2_h) / alpha_h
pole_eff = c6_h / (0.75 * alpha_h**2)
london_h = c6_pole(alpha_h, ion_h, alpha_h, ion_h)
sk_h = c6_pole(alpha_h, pole_sk, alpha_h, pole_sk)
closure_h = c6_pole(alpha_h, pole_closure, alpha_h, pole_closure)
lower_h = c6_pole(alpha_h, wh[0], alpha_h, wh[0])
pole_01 = 1 / (2 / 3 * r2_h)
alpha_01 = 1 / pole_01**2
pair_01 = c6_pole(alpha_01, pole_01, alpha_01, pole_01)
assert [round(c, 2) for c in (london_h, sk_h, c6_h)] == [7.59, 7.16, 6.50]
assert lower_h < c6_h < closure_h < sk_h < london_h
assert abs(pole_01 - ion_h) < 1e-12


# ---- One-pole formula against normal modes of two coupled oscillators ----
def c6_modes(alpha_a, pole_a, alpha_b, pole_b, distance=30.0):
    charge_a, charge_b = np.sqrt(alpha_a) * pole_a, np.sqrt(alpha_b) * pole_b
    coupling = charge_a * charge_b * np.diag([1, 1, -2]) / distance**3
    matrix = np.block([[pole_a**2 * np.eye(3), coupling],
                       [coupling, pole_b**2 * np.eye(3)]])
    zero_point = 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(matrix)))
    return -(zero_point - 1.5 * (pole_a + pole_b)) * distance**6


for case in [(alpha_h, ion_h, alpha_h, ion_h),
             (alpha_h, pole_sk, alpha_h, pole_sk),
             (alpha_h, pole_sk, 1.5, 1.1)]:
    assert abs(c6_modes(*case) / c6_pole(*case) - 1) < 1e-5

# ---- Bounds on random positive spectra, unlike atoms ----
rng = np.random.default_rng(7)
for _ in range(2000):
    fa, fb = rng.uniform(0.01, 1, 4), rng.uniform(0.01, 1, 6)
    wa, wb = 10**rng.uniform(-1, 1, 4), 10**rng.uniform(-1, 1, 6)
    aa, ab = moment(fa, wa, -2), moment(fb, wb, -2)
    true = c6_sum(fa, wa, fb, wb)
    low = c6_pole(aa, wa.min(), ab, wb.min())
    mid = c6_pole(aa, moment(fa, wa, -1) / aa, ab, moment(fb, wb, -1) / ab)
    top = c6_pole(aa, np.sqrt(fa.sum() / aa), ab, np.sqrt(fb.sum() / ab))
    assert low <= true * (1 + 1e-12)
    assert true <= mid * (1 + 1e-12) and mid <= top * (1 + 1e-12)

# ---- Helium: Hartree-Fock and its time-dependent response ----
exponent_min, exponent_ratio, exponent_count = 0.03, 2.4, 14
exponents = exponent_min * exponent_ratio**np.arange(exponent_count)
basis = [[l, [float(e), 1.0]] for l in (0, 1) for e in exponents]
mol = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
overlap = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
z_ao = mol.intor("int1e_r")[2]
size = overlap.shape[0]
eri = mol.intor("int2e").reshape((size,) * 4)
eri_j = eri.reshape(size**2, size**2)
eri_k = eri.transpose(0, 2, 1, 3).reshape(size**2, size**2)


def hartree_fock(field):
    one_body = core + field * z_ao
    orbital = eigh(one_body, overlap)[1][:, 0]
    old_energy = 0.0
    for _ in range(150):
        density = np.outer(orbital, orbital).ravel()
        coul = (eri_j @ density).reshape(size, size)
        exch = (eri_k @ density).reshape(size, size)
        levels, orbitals = eigh(one_body + 2 * coul - exch, overlap)
        energy = 2 * orbital @ one_body @ orbital + orbital @ coul @ orbital
        change = np.max(np.abs(np.outer(orbitals[:, 0], orbitals[:, 0]).ravel()
                               - density))
        if abs(energy - old_energy) < 1e-11 and change < 1e-7:
            return energy, levels, orbitals, coul, exch
        old_energy, orbital = energy, orbitals[:, 0]
    raise AssertionError("Hartree-Fock iteration did not converge")


energy_he, levels, orbitals, coul, exch = hartree_fock(0.0)
virtual = orbitals[:, 1:]
gap = np.diag(levels[1:] - levels[0])
j_mat, k_mat = virtual.T @ coul @ virtual, virtual.T @ exch @ virtual
plus, minus = gap + 3 * k_mat - j_mat, gap + k_mat - j_mat
val, vec = np.linalg.eigh(minus)
assert val.min() > 0
root = (vec * np.sqrt(val)) @ vec.T
squares, modes = np.linalg.eigh(root @ plus @ root)
assert squares.min() > 0
whe = np.sqrt(squares)
fhe = 4 * (modes.T @ root @ (virtual.T @ z_ao @ orbitals[:, 0]))**2
alpha_he, ion_he = moment(fhe, whe, -2), -levels[0]
s0_he = moment(fhe, whe, 0)
assert abs(s0_he - 2) < 0.01  # finite-basis error of the sum rule
field = 0.005
alpha_field = 2 * (energy_he - hartree_fock(field)[0]) / field**2
assert abs(alpha_field / alpha_he - 1) < 1e-3  # quartic field term

c6_he = c6_sum(fhe, whe, fhe, whe)
pole_sk_he = np.sqrt(2 / alpha_he)
pole_eff_he = c6_he / (0.75 * alpha_he**2)
london_he = c6_pole(alpha_he, ion_he, alpha_he, ion_he)
sk_he = c6_pole(alpha_he, pole_sk_he, alpha_he, pole_sk_he)
assert london_he < c6_he < sk_he
ratio_he = s0_he / moment(fhe, whe, -1)
assert ratio_he > 1.1 * ion_he

c6_mix = c6_sum(fh, wh, fhe, whe)
london_mix = c6_pole(alpha_h, ion_h, alpha_he, ion_he)
sk_mix = c6_pole(alpha_h, pole_sk, alpha_he, pole_sk_he)
assert c6_mix < sk_mix


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print("HYDROGEN (nonrelativistic, fixed nucleus)")
show("static polarizability", alpha_h * ANG**3, "angstrom^3")
show("ionization energy = London pole", ion_h * EV, "eV")
show("Slater-Kirkwood pole", pole_sk * EV, "eV")
show("pole from S(-1)/S(-2)", pole_closure * EV, "eV")
show("effective pole reproducing C6", pole_eff * EV, "eV")
show("lowest excitation energy", wh[0] * EV, "eV")
show("share of 2p in polarizability", 100 * share_2p, "percent", 1)
for name, c6 in [("London", london_h), ("Slater-Kirkwood", sk_h),
                 ("full spectrum", c6_h)]:
    print(f"C6 {name}: {c6:.4f} a.u. = {c6 * C6_UNIT:.4f} eV angstrom^6")
show("C6 London error", 100 * (london_h / c6_h - 1), "percent", 1)
show("C6 Slater-Kirkwood error", 100 * (sk_h / c6_h - 1), "percent", 1)
show("C6 from S(-2) and S(-1)", closure_h * C6_UNIT, "eV angstrom^6")
show("C6 from S(0) and S(-1)", pair_01 * C6_UNIT, "eV angstrom^6")
show("C6 lower bound", lower_h * C6_UNIT, "eV angstrom^6")
show("C6 grid and frequency integral", c6_grid * C6_UNIT, "eV angstrom^6")
print(f"C6 change, 15 to 25 functions: {basis_change * C6_UNIT:.1e} "
      "eV angstrom^6")
for name, pole in [("London", ion_h), ("Slater-Kirkwood", pole_sk)]:
    show(f"{name} S(0), model/true", alpha_h * pole**2, "(ratio)")
    show(f"{name} S(-1), model/true", pole / pole_closure, "(ratio)")
print("HELIUM (TDHF, even-tempered s,p basis)")
print(f"exponents per s and p: {exponent_count}, ratio {exponent_ratio}")
show("smallest exponent", exponent_min / ANG**2, "angstrom^-2")
show("Hartree-Fock energy", energy_he * EV, "eV")
show("static polarizability", alpha_he * ANG**3, "angstrom^3")
show("polarizability, finite field", alpha_field * ANG**3, "angstrom^3")
show("S(0), exact value 2", s0_he, "(number)")
show("Koopmans energy = London pole", ion_he * EV, "eV")
show("Slater-Kirkwood pole", pole_sk_he * EV, "eV")
show("effective pole reproducing C6", pole_eff_he * EV, "eV")
show("S(0)/S(-1)", ratio_he * EV, "eV")
show("C6 London", london_he * C6_UNIT, "eV angstrom^6")
show("C6 Slater-Kirkwood", sk_he * C6_UNIT, "eV angstrom^6")
show("C6 TDHF spectrum", c6_he * C6_UNIT, "eV angstrom^6")
show("C6 London error", 100 * (london_he / c6_he - 1), "percent", 1)
show("C6 Slater-Kirkwood error", 100 * (sk_he / c6_he - 1), "percent", 1)
print("HYDROGEN-HELIUM PAIR (same two spectra)")
show("C6 London", london_mix * C6_UNIT, "eV angstrom^6")
show("C6 Slater-Kirkwood", sk_mix * C6_UNIT, "eV angstrom^6")
show("C6 from both spectra", c6_mix * C6_UNIT, "eV angstrom^6")
print("ALL CHECKS PASSED")
```

It prints:

```
HYDROGEN (nonrelativistic, fixed nucleus)
static polarizability: 0.6668 angstrom^3
ionization energy = London pole: 13.6057 eV
Slater-Kirkwood pole: 12.8276 eV
pole from S(-1)/S(-2): 12.0939 eV
effective pole reproducing C6: 11.6443 eV
lowest excitation energy: 10.2043 eV
share of 2p in polarizability: 65.8 percent
C6 London: 7.5938 a.u. = 4.5375 eV angstrom^6
C6 Slater-Kirkwood: 7.1595 a.u. = 4.2780 eV angstrom^6
C6 full spectrum: 6.4990 a.u. = 3.8833 eV angstrom^6
C6 London error: 16.8 percent
C6 Slater-Kirkwood error: 10.2 percent
C6 from S(-2) and S(-1): 4.0333 eV angstrom^6
C6 from S(0) and S(-1): 3.5852 eV angstrom^6
C6 lower bound: 3.4031 eV angstrom^6
C6 grid and frequency integral: 3.8834 eV angstrom^6
C6 change, 15 to 25 functions: 1.5e-13 eV angstrom^6
London S(0), model/true: 1.1250 (ratio)
London S(-1), model/true: 1.1250 (ratio)
Slater-Kirkwood S(0), model/true: 1.0000 (ratio)
Slater-Kirkwood S(-1), model/true: 1.0607 (ratio)
HELIUM (TDHF, even-tempered s,p basis)
exponents per s and p: 14, ratio 2.4
smallest exponent: 0.1071 angstrom^-2
Hartree-Fock energy: -77.8701 eV
static polarizability: 0.1959 angstrom^3
polarizability, finite field: 0.1959 angstrom^3
S(0), exact value 2: 2.0000 (number)
Koopmans energy = London pole: 24.9788 eV
Slater-Kirkwood pole: 33.4663 eV
effective pole reproducing C6: 28.5485 eV
S(0)/S(-1): 36.8077 eV
C6 London: 0.7192 eV angstrom^6
C6 Slater-Kirkwood: 0.9636 eV angstrom^6
C6 TDHF spectrum: 0.8220 eV angstrom^6
C6 London error: -12.5 percent
C6 Slater-Kirkwood error: 17.2 percent
HYDROGEN-HELIUM PAIR (same two spectra)
C6 London: 1.7263 eV angstrom^6
C6 Slater-Kirkwood: 1.8174 eV angstrom^6
C6 from both spectra: 1.6265 eV angstrom^6
ALL CHECKS PASSED
```
